# Why D2 and D3 overestimate dispersion for the sodium cation

**Question.** A free sodium atom has a static polarizability of roughly 160 bohr³, while the cation Na⁺ has about 1 bohr³. The D2 and D3 corrections nevertheless give Na⁺ a dispersion coefficient far larger than its own. Why does this happen, how large is the error, and why does the coordination number used by D3 not repair it?

**Answer.**

## The mechanism

Dispersion between two separated systems comes from correlated fluctuations of their electric dipoles. A system contributes strongly if a weak field easily displaces its electrons. In neutral sodium one electron, the 3s electron, is loosely held and responds strongly. In Na⁺ that electron is gone, and the ten that remain form a tightly bound closed shell.

A correction that is to distinguish the two must therefore know whether the 3s electron is present. D2 knows only the chemical element. The original D3 also knows the geometry, through a coordination number, but not the charge. It interpolates between a free sodium atom and a sodium atom whose properties are deduced from the molecule NaH. Neither reference is Na⁺.

The second reference looks as if it ought to be close to the ion, since NaH is strongly polar. But the electron pair that sodium shares with hydrogen lies mostly near hydrogen and is itself very polarizable. D3 removes only the polarizability of half an H₂ molecule and books the rest to sodium. Most of what it calls sodium is then the response of this pair.

The error consequently depends on the environment. It is not simply the ratio of the atomic and ionic polarizabilities, as the formulas below show.

## From polarizability to C6

Atomic units are used, with energies in hartree ($E_h$) and lengths in bohr. All polarizabilities are averaged over directions. Let $\omega_n$ be the excitation energies of a system and $d_n$ its transition dipole along one axis. A field $F\cos\Omega t$ along that axis adds $-\mu F\cos\Omega t$ to the Hamiltonian. To first order, the amplitude of state $n$ relative to the ground state obeys

$$i\dot c_n=\omega_n c_n-d_nF\cos\Omega t .$$

Writing the cosine as two exponentials gives the driven solution

$$c_n=\frac{d_nF}{2}\left[\frac{e^{-i\Omega t}}{\omega_n-\Omega}+\frac{e^{i\Omega t}}{\omega_n+\Omega}\right].$$

The induced dipole is $\sum_n 2d_n\,\mathrm{Re}\,c_n$. The two denominators combine to $2\omega_n/(\omega_n^2-\Omega^2)$, so with $f_n=2\omega_nd_n^2$ the polarizability is $\sum_n f_n/(\omega_n^2-\Omega^2)$. At the imaginary frequency $\Omega=i\omega$ it becomes

$$\alpha(i\omega)=\sum_n\frac{f_n}{\omega_n^2+\omega^2}. \tag{1}$$

This function is smooth and positive. Its value at $\omega=0$ is the static polarizability.

Now place systems A and B a large distance $R$ apart along $z$, without overlap. Their dipole interaction is

$$V=\frac{\mu_x^A\mu_x^B+\mu_y^A\mu_y^B-2\mu_z^A\mu_z^B}{R^3}.$$

Dispersion is the part of the second-order energy in which both systems are excited. If one system is an ion, its net charge does not enter this part, because a constant charge has no matrix element between orthogonal states. For isotropic systems the cross terms between different axes vanish, and the squared coefficients add to $1+1+4=6$. Hence

$$E_{\rm disp}=-\frac{C_6}{R^6},\qquad C_6=6\sum_{n,m}\frac{d_n^2d_m^2}{\omega_n+\omega_m}.$$

Here $n$ runs over A and $m$ over B. Substituting $d_n^2=f_n/(2\omega_n)$, and likewise for $m$, gives a factor $6/4$:

$$C_6=\frac32\sum_{n,m}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}. \tag{2}$$

To express this through (1), use partial fractions for $a\neq b$:

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}
=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)
=\frac{\pi}{2ab(a+b)} .$$

The case $a=b$ follows by continuity. Each term of (2) is therefore $3/\pi$ times such an integral, and the sum is the Casimir–Polder formula:

$$C_6^{AB}=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega. \tag{3}$$

## Why the ratio depends on the partner

Suppose that each system is represented by a single effective excitation energy $w$. Then $f=\alpha w^2$, where $\alpha$ without an argument is the static value. Equation (2) reduces to London's form:

$$C_6^{AB}\approx\frac32\,\alpha_A\alpha_B\frac{w_Aw_B}{w_A+w_B}. \tag{4}$$

For two equal systems this is $C_6=\tfrac34\alpha^2w$, so that $w=4C_6/(3\alpha^2)$ can be found from a computed $C_6$ and $\alpha$.

Removing the 3s electron lowers $\alpha$ and raises $w$. In a pair of equal systems the fall in $\alpha$ counts twice and the rise in $w$ once. In a pair with a fixed partner B, the fall in $\alpha$ counts once, and $w$ enters through $w/(w+w_B)$, which cannot exceed one. The two situations give very different ratios.

## What D2 and D3 do instead

D2 assigns each element a fixed coefficient and combines the coefficients by a geometric mean:

$$C_6^{AB}=\sqrt{C_6^{AA}C_6^{BB}} .$$

No quantity in this expression changes when sodium loses an electron.

D3 first computes a coordination number from distances and covalent radii:

$$\mathrm{CN}_A=\sum_{B\ne A}\frac{1}{1+\exp\{-16[\tfrac43(r_A+r_B)/R_{AB}-1]\}} .$$

It then averages tabulated coefficients $C_6^{ij}$ of reference systems $i$ for A and $j$ for B, with weights proportional to

$$L_{ij}=e^{-4(\mathrm{CN}_A-\mathrm{CN}_i)^2}\,e^{-4(\mathrm{CN}_B-\mathrm{CN}_j)^2}.$$

Because $L_{ij}$ is a product, the normalized weights are products $w_iw_j$ of weights for the separate atoms. (A weight carries a reference index; an effective energy carries the name of a system.) The average can be taken inside the integral (3):

$$\sum_{ij}w_iw_jC_6^{ij}=\frac3\pi\int_0^\infty\Big[\sum_iw_i\alpha_i(i\omega)\Big]\Big[\sum_jw_j\alpha_j(i\omega)\Big]d\omega. \tag{5}$$

Interpolating $C_6$ in this way is thus the same as interpolating the polarizability of each atom.

Sodium has two references: the free atom at $\mathrm{CN}=0$ and the hydride at $\mathrm{CN}=c$. The weight of the free atom is

$$w_0=\frac{e^{-4\,\mathrm{CN}^2}}{e^{-4\,\mathrm{CN}^2}+e^{-4(\mathrm{CN}-c)^2}} .$$

Divide numerator and denominator by the numerator. The remaining exponent is $-4[(\mathrm{CN}-c)^2-\mathrm{CN}^2]=4c(2\,\mathrm{CN}-c)$, so

$$w_0=\frac{1}{1+e^{4c(2\,\mathrm{CN}-c)}} . \tag{6}$$

This gives two limits. An isolated sodium centre, charged or not, is treated nearly as a free atom. For coordination numbers well above $c$, the weight $w_0$ vanishes and the result settles at the hydride value. Further neighbours then change nothing.

There is also a bound. The weights are positive and add to one, so the interpolated $C_6$ cannot fall below the smallest entry of the reference table. If all entries lie above the coefficient of the ion, no geometry can reach it.

## Where the hydride reference gets its size

For a reference hydride with one sodium and one hydrogen atom, the D3 construction is

$$\alpha_{\rm ref}(i\omega)=\alpha_{\rm NaH}(i\omega)-\tfrac12\alpha_{\rm H_2}(i\omega). \tag{7}$$

This preserves a total: adding half of H₂ back restores the polarizability of NaH. For a distant partner, the NaH molecule as a whole is then described well, provided its hydrogen is given the H₂ reference and its sodium the pure hydride reference. At $\mathrm{CN}=c$ equation (6) still admits about 2% of the free atom, which with the numbers below raises the static polarizability of the molecule by about 11% and its $C_6$ with a hydrogen atom by about 4%. What is wrong is the division between the atoms.

The division matters when sodium is moved to another environment. Next to a water molecule or a chloride ion there is no hydride, but sodium still carries the polarizability borrowed from one.

## The numbers

Static polarizabilities of Na and Na⁺ were computed from energies in a weak uniform field, using $E(F)=E(0)-\tfrac12\alpha F^2$. At the level of second-order Møller–Plesset theory (MP2), with the 1s electrons uncorrelated, they are

$$\alpha({\rm Na})=166.5\ \text{bohr}^3,\qquad \alpha({\rm Na^+})=1.003\ \text{bohr}^3 .$$

Their ratio is 166. This level leaves out higher-order correlation and relativity, and the basis is finite: a denser basis with f functions gives 164.5 and 1.009 bohr³ and a ratio of 163, so these figures hold to 1–2%.

The frequency-dependent quantities come from time-dependent Hartree–Fock theory, the linear response of a mean-field determinant. It gives static values of 190.3 and 0.944 bohr³. Relative to MP2, the atom is 14% too high and the ion 6% too low (about 16% and 6% in the larger basis). The coefficients below inherit these errors, enlarged for a pair of equal systems. For sodium one resonance of nearly fixed strength $f$ dominates, as shown next; then $\alpha=f/w^2$ and $C_6=\tfrac34\alpha^2w$ give $C_6\propto\alpha^{3/2}$, so 14% in $\alpha$ becomes about 22% in $C_6$. For Na and Na⁺ these errors amount to tens of per cent at most, which is small beside the factors being studied; the hydride reference has an error of its own, discussed below.

In this mean-field description a single resonance at 0.0716 $E_h$ supplies 99% of the polarizability of Na. Its strength is $f=0.99\times190.3\times0.0716^2\approx0.97$, close to one electron. This is the mechanism stated at the start, in numbers.

Casimir–Polder integration gives the following coefficients, in $E_h\,\text{bohr}^6$, and effective energies, in $E_h$:

| Pair | $C_6$ | $w$ |
|---|---:|---:|
| Na–Na | 1972 | 0.0726 |
| Na⁺–Na⁺ | 1.517 | 2.268 |
| H–H | 6.519 | 0.428 |

The Na⁺–Na⁺ entry is the dispersion coefficient alone; the Coulomb repulsion of the ions is a separate term. The last digits depend on the basis. A larger one shifts these coefficients by up to 0.3%, to 1968, 1.520 and 6.499. For hydrogen it gives $\alpha=4.500$ bohr³, the exact value, in place of the 4.507 used below.

For equal pairs the ratio of atom to ion is $1972/1.517\approx1300$. Equation (4) splits it into two factors. Since each $w$ in the table was obtained from $C_6$ and $\alpha$ through that same equation, the product agrees by construction and is a decomposition, not a test; the mixed pairs below do test it. The polarizability ratio is $190.3/0.944\approx202$, and the ratio of effective energies is $0.0726/2.268\approx0.032$, so the product is $202^2\times0.032\approx1300$.

With a free hydrogen atom as partner, the integration gives 81.0 for Na–H and 2.318 for Na⁺–H, a ratio of 35. London's form gives 79.8 and 2.30. The reduction from 202 to 35 comes from the energy factors:

$$202\times\frac{0.0726/(0.0726+0.428)}{2.268/(2.268+0.428)}\approx202\times\frac{0.145}{0.841}\approx35 .$$

**D2.** The sodium parameter is 5.71 J nm⁶/mol, or 99.0 $E_h\,\text{bohr}^6$. This is 65 times the Na⁺–Na⁺ value, but only 5% of the value for two neutral atoms. D2 therefore overestimates the ion without using the free-atom coefficient; for the neutral atom it errs in the opposite direction. With the hydrogen parameter of 0.14 J nm⁶/mol, the geometric mean is 15.5 $E_h\,\text{bohr}^6$ for sodium and hydrogen. That is $15.5/2.318\approx6.7$ times the coefficient of Na⁺–H.

**D3.** The references were rebuilt here with time-dependent Hartree–Fock theory, so the values illustrate the construction and are not the published table. For NaH at 1.89 Å and H₂ at 0.74 Å, equation (7) gives

$$\alpha_{\rm ref}=34.06-\tfrac12(5.218)=31.45\ \text{bohr}^3 ,$$

about 33 times the polarizability of Na⁺ at the same level. Mean-field theory underestimates this molecule: correlating the valence pair raises the polarizability of NaH to roughly 45 bohr³, the exact figure depending on the basis. The hydride-based values below are therefore, if anything, too low.

Two results show where this comes from. If only the valence pair of NaH is allowed to respond, 98.7% of the molecular polarizability remains. The centre of that pair lies 89% of the way from sodium to hydrogen. The first figure is not an additive division between atoms, but together the two identify the responding electrons and where they lie without a field. The response itself is less concentrated on hydrogen: for a field perpendicular to the bond, the induced dipole is centred about 70% of the way from sodium to hydrogen at the mean-field level, and about 63% when the valence pair is correlated.

The covalent radii in D3 are 1.40 Å for sodium and 0.32 Å for hydrogen, which give the hydride reference $c=0.968$. Interpolation for a sodium–sodium pair, with both atoms at the same CN, then yields:

| CN | $C_6$ ($E_h\,\text{bohr}^6$) |
|---:|---:|
| 0 | 1903 |
| 0.5 | 711 |
| 1 | 157 |
| 2 | 145 |
| 6 | 145 |

At $\mathrm{CN}=0$ equation (6) gives $w_0=1/(1+e^{-4c^2})=0.977$. The small admixture of the hydride explains why the first entry is slightly below 1972.

The lowest table entry is the hydride–hydride value, 145. The mixed entry can be recovered from the row at $\mathrm{CN}=0.5$. There $w_0\approx0.469$ and $w_1\approx0.531$, so

$$C_6^{01}\approx\frac{711-0.469^2(1972)-0.531^2(145)}{2(0.469)(0.531)}\approx470 ,$$

which lies between the other two. The floor of the interpolation is thus 145, or 96 times the Na⁺–Na⁺ coefficient.

The same limit can be seen in the static polarizability. To reproduce Na⁺, the free-atom weight would have to satisfy

$$w_0(190.3)+(1-w_0)(31.45)=0.944 ,$$

$$w_0=\frac{0.944-31.45}{190.3-31.45}\approx-0.19 .$$

A negative weight is outside the range of (6). The ion is not between the references, so a different choice of radii or of the steepness of the weights would not help.

For a well-coordinated Na⁺ facing a hydrogen atom, London's form gives an estimate. The hydride reference has $w=4(145)/[3(31.45)^2]\approx0.195$ $E_h$. Equation (4) then gives $C_6\approx28$ $E_h\,\text{bohr}^6$, about 12 times the value for Na⁺–H. The error is smaller than for an isolated ion, but it remains.

## What it does to an energy

Consider Na⁺ and a free hydrogen atom 8 bohr apart. The field of the ion at the atom is $F=1/R^2$. The leading induction energy is

$$E_{\rm ind}=-\frac{\alpha_{\rm H}}{2R^4}=-\frac{4.507}{2\times8^4}\,E_h=-0.550\ \text{m}E_h .$$

This attraction is a response to a static charge. It is already part of a self-consistent electronic-structure calculation, and a dispersion correction should not supply it.

The leading, $C_6/R^6$ part of the dispersion energy follows from division by $8^6=262144$. With the coefficient of the actual ion,

$$E_{\rm disp}=-\frac{2.318}{262144}\,E_h=-0.0088\ \text{m}E_h .$$

The D2 coefficient gives $-0.059$ m$E_h$. For D3 the coordination number at this distance is 0.0007, so sodium is treated nearly as a free atom. Its coefficient is 79.8 $E_h\,\text{bohr}^6$, with hydrogen kept as a free atom and its own interpolation left out. The energy is $-0.304$ m$E_h$.

The D3-type value is 34 times the true-ion dispersion. Its excess, $0.304-0.009=0.295$ m$E_h$, is 54% of the induction energy. An error in a term that should be almost negligible has become comparable with the main attraction.

These energies are undamped, D2's global scale factor is set to one, and only the $C_6/R^6$ term is kept. D3 also contains a $C_8/R^8$ term, whose coefficient is proportional to $C_6$; it is left out here. In actual use, damping weakens the correction at short range. It multiplies the term by a factor fixed by the element pair and the distance, so it lowers the absolute excess, but applied to both coefficients it leaves their ratio of 34 unchanged. The omitted $C_8$ term works in the opposite direction and enlarges the excess. Damping depends on distance, however, and cannot tell Na from Na⁺ at the same geometry.

## How far the conclusion reaches

The argument applies where sodium has really lost its 3s electron. For a free, neutral sodium atom, the free-atom reference of D3 is the appropriate one. A neutral but bonded atom is a different case: in Na₂ at 3.08 Å the coordination number is about 0.97, and equation (6) assigns it almost entirely the hydride reference. Partial charge transfer is not covered by the numbers here and needs its own calculation.

The other alkali cations meet the same structural problem, since neither scheme takes the charge as an input. The size of their errors depends on their own polarizabilities and references, and the factors found here belong to sodium.

A cure must supply the missing information. One can give the cation its own coefficient, or let the reference polarizability depend on atomic charge, as D4 does. How accurate such a correction is for Na⁺ is a separate question. The numerical check tests (1) against finite-field energies, (3) against (2), London's form for Na–H and Na⁺–H, (5) with (6), and the induction law. The D2 parameters and D3 radii enter it as inputs, and the oscillator strength, the mixed table entry and the estimate for a well-coordinated ion are arithmetic on its output. The correlated polarizability of NaH, the centre of its induced dipole, the interpolated values for the whole NaH molecule and the larger-basis values are not part of that output.

## Numbers as computed

```
MP2 static alpha Na: 166.5 bohr^3
MP2 static alpha Na+: 1.003 bohr^3
MP2 alpha ratio Na/Na+: 166
TDHF static alpha Na: 190.3 bohr^3
TDHF static alpha Na+: 0.9441 bohr^3
TDHF static alpha H: 4.507 bohr^3
TDHF static alpha NaH: 34.06 bohr^3
TDHF static alpha H2: 5.218 bohr^3
Hydride-reference alpha for Na: 31.45 bohr^3
TDHF C6 Na-Na: 1972 Eh bohr^6
Effective energy Na: 0.07259 Eh
TDHF C6 Na+-Na+: 1.517 Eh bohr^6
Effective energy Na+: 2.268 Eh
TDHF C6 H-H: 6.519 Eh bohr^6
Effective energy H: 0.4279 Eh
C6 ratio Na-Na / Na+-Na+: 1300
Na main resonance energy: 0.07164 Eh
Its share of Na alpha: 99.05 %
TDHF C6 Na-H: 81 Eh bohr^6
London C6 Na-H: 79.84 Eh bohr^6
TDHF C6 Na+-H: 2.318 Eh bohr^6
London C6 Na+-H: 2.298 Eh bohr^6
C6 ratio Na-H / Na+-H: 34.95
NaH bond length used: 1.89 angstrom
H2 bond length used: 0.74 angstrom
Hydride-reference CN: 0.9682
Valence-only share of NaH alpha: 98.73 %
Valence centroid, Na=0 and H=1: 0.8919
Hydride-reference C6 Na-Na: 145 Eh bohr^6
Hydride-reference C6 / Na+-Na+ C6: 95.6
D3-type C6 Na-Na at CN=0: 1903 Eh bohr^6
D3-type C6 Na-Na at CN=0.5: 711.4 Eh bohr^6
D3-type C6 Na-Na at CN=1: 157.3 Eh bohr^6
D3-type C6 Na-Na at CN=2: 145 Eh bohr^6
D3-type C6 Na-Na at CN=6: 145 Eh bohr^6
Free-atom weight at CN=0: 0.977
Free-atom weight needed for Na+ alpha: -0.1921
D2 parameter Na: 5.71 J nm^6/mol
D2 parameter H: 0.14 J nm^6/mol
D2 C6 Na-Na: 99.04 Eh bohr^6
D2 C6 / Na+-Na+ C6: 65.31
D2 C6 Na-H: 15.51 Eh bohr^6
Example Na+...H distance: 8 bohr
CN at that distance: 0.0006535
D3-type C6 Na-H there: 79.79 Eh bohr^6
Induction energy: -0.5502 mEh
Dispersion, true-ion C6: -0.008841 mEh
Dispersion, D2 C6 undamped: -0.05916 mEh
Dispersion, D3-type C6 undamped: -0.3044 mEh
```
